# Donolato's Reciprocity Theorem for Minority-Carrier Collection at a Junction: a numerical check

```python
"""
Donolato's reciprocity theorem.
Result under test: the fraction Q(r') of minority carriers generated at r' that
leaves through the junction edge J equals phi(r'), where
    div(D n0 grad phi) = n0 phi / tau,   phi = 1 on J,
    D dphi/dnu + S phi = 0 on the rest of the boundary (outward normal nu).
D: diffusivity, tau: lifetime, S: surface recombination velocity,
n0: equilibrium minority density (uniform when there is no built-in field).
The source problem has excess density n = 0 on J and carrier flux
F = -D n0 grad(n/n0).  L = sqrt(D tau) is the diffusion length.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_bvp, solve_ivp, trapezoid
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve

# ---------- 3D point source in front of a plane junction (L = D = 1) ----------


def green_half_space(rho, z, depth):
    r_source = np.hypot(rho, z - depth)
    r_image = np.hypot(rho, z + depth)
    return (np.exp(-r_source) / r_source - np.exp(-r_image) / r_image) / (4 * np.pi)


def collected_half_space(depth, step=1e-4):
    def ring(rho):
        slope = (green_half_space(rho, step, depth)
                 - green_half_space(rho, -step, depth)) / (2 * step)
        return 2 * np.pi * rho * slope
    return quad(ring, 0, 5, limit=200)[0] + quad(ring, 5, 40, limit=200)[0]


print("3D point source, plane junction: depth/L, collected, exp(-depth/L)")
for depth in (0.5, 1.0, 2.0):
    collected = collected_half_space(depth)
    assert abs(collected - np.exp(-depth)) < 1e-6
    print(f"  {depth:.1f}  {collected:.6f}  {np.exp(-depth):.6f}")

# ---------- 2D unit square, junction on y = 0 for x < 1/2 ----------
SURFACE_2D = 0.7


def diffusivity_2d(x, y):
    return 1 + 0.6 * x * y


def loss_rate_2d(x, y):
    return 1 + 2 * x + 0 * y


def balance_matrix(points, widths):
    """Diffusion between neighbours plus bulk recombination, without boundaries."""
    m = len(points)
    index = np.arange(m * m).reshape(m, m)
    h = points[1] - points[0]
    middle = 0.5 * (points[1:] + points[:-1])
    link_x = diffusivity_2d(middle[:, None], points[None, :]) * widths[None, :] / h
    link_y = diffusivity_2d(points[:, None], middle[None, :]) * widths[:, None] / h
    a = np.concatenate([index[:-1].ravel(), index[:, :-1].ravel()])
    b = np.concatenate([index[1:].ravel(), index[:, 1:].ravel()])
    c = np.concatenate([link_x.ravel(), link_y.ravel()])
    bulk = np.outer(widths, widths) * loss_rate_2d(points[:, None], points[None, :])
    links = coo_matrix((np.concatenate([-c, -c, c, c]),
                        (np.concatenate([a, b, a, b]), np.concatenate([b, a, a, b]))),
                       shape=(m * m, m * m))
    return (links + diags(bulk.ravel())).tocsr()


def collected_2d(m, sources):
    """Source problem on cells: flux counted through the junction faces."""
    h = 1 / m
    centres = (np.arange(m) + 0.5) * h
    d = diffusivity_2d(centres[:, None], centres[None, :])
    surface = h / (h / (2 * d) + 1 / SURFACE_2D)
    exits = np.zeros((m, m))
    exits[0, :] += surface[0, :]
    exits[-1, :] += surface[-1, :]
    exits[:, -1] += surface[:, -1]
    exits[m // 2:, 0] += surface[m // 2:, 0]
    junction = 2 * d[:m // 2, 0]
    exits[:m // 2, 0] += junction
    matrix = (balance_matrix(centres, np.full(m, h)) + diags(exits.ravel())).tocsc()
    result = []
    for xs, ys in sources:
        i, j = round(xs * m), round(ys * m)
        source = np.zeros((m, m))
        source[i - 1:i + 1, j - 1:j + 1] = 0.25
        density = spsolve(matrix, source.ravel()).reshape(m, m)
        result.append(np.sum(junction * density[:m // 2, 0]))
    return np.array(result)


def phi_2d(m, sources):
    """Source-free problem on nodes with phi = 1 on the junction."""
    nodes = np.linspace(0, 1, m + 1)
    widths = np.full(m + 1, 1 / m)
    widths[[0, -1]] *= 0.5
    exits = np.zeros((m + 1, m + 1))
    for side in (exits[0, :], exits[-1, :], exits[:, 0], exits[:, -1]):
        side += SURFACE_2D * widths
    matrix = (balance_matrix(nodes, widths) + diags(exits.ravel())).tocsr()
    fixed = np.zeros((m + 1, m + 1), dtype=bool)
    fixed[:m // 2 + 1, 0] = True
    fixed = fixed.ravel()
    phi = np.ones((m + 1) ** 2)
    free_rows = matrix[~fixed]
    drive = -np.asarray(free_rows[:, fixed].sum(axis=1)).ravel()
    phi[~fixed] = spsolve(free_rows[:, ~fixed].tocsc(), drive)
    assert phi.min() > 0 and phi.max() <= 1 + 1e-12
    phi = phi.reshape(m + 1, m + 1)
    return np.array([phi[round(x * m), round(y * m)] for x, y in sources])


points_2d = [(0.25, 0.25), (0.75, 0.5), (0.25, 0.75)]
# The gradient is singular where the junction ends, so the grid error is first
# order in the spacing; it is removed by extrapolation from two grids.
flux_2d = 2 * collected_2d(128, points_2d) - collected_2d(64, points_2d)
prob_2d = 2 * phi_2d(128, points_2d) - phi_2d(64, points_2d)
assert np.max(np.abs(flux_2d - prob_2d)) < 1e-3
print("2D partial junction, dimensionless: x, y, collected, phi")
for (xs, ys), q, p in zip(points_2d, flux_2d, prob_2d):
    print(f"  {xs:.2f}  {ys:.2f}  {q:.4f}  {p:.4f}")

# ---------- 1D base, junction at x = 0 ----------


def collected_plane(xs, width, d, log_slope, tau, s, exit_velocity=np.inf):
    """Collected fraction from a unit source at xs, by shooting from both ends."""
    def rhs(x, y):
        return [log_slope(x) * y[0] - y[1] / d(x), -y[0] / tau(x)]
    options = dict(rtol=1e-10, atol=1e-13)
    n_l, f_l = solve_ivp(rhs, (0, xs), [1 / exit_velocity, -1.0], **options).y[:, -1]
    n_r, f_r = solve_ivp(rhs, (width, xs), [1.0, s], **options).y[:, -1]
    return 1 / (n_l / n_r * f_r - f_l)


def d_graded(x):
    return 1 + 0.5 * x


def tau_graded(x):
    return 0.8 + 0.4 * x


def slope_graded(x):
    return 2 - x


def n0_graded(x):
    return np.exp(2 * x - 0.5 * x**2)


s_graded = 0.6
mesh = np.linspace(0, 1, 201)
start = np.vstack([1 - 0.5 * mesh, -0.5 + 0 * mesh])
adjoint = solve_bvp(
    lambda x, y: np.vstack([y[1] / d_graded(x),
                            y[0] / tau_graded(x) - slope_graded(x) * y[1]]),
    lambda a, b: np.array([a[0] - 1, b[1] + s_graded * b[0]]),
    mesh, start, tol=1e-8, max_nodes=20000)
dark = solve_bvp(
    lambda x, y: np.vstack([slope_graded(x) * y[0] - y[1] / d_graded(x),
                            -y[0] / tau_graded(x)]),
    lambda a, b: np.array([a[0] - 1, b[1] - s_graded * b[0]]),
    mesh, np.vstack([1 + 0 * mesh, 0.5 + 0 * mesh]), tol=1e-8, max_nodes=20000)
assert adjoint.success and dark.success
print("Graded base, dimensionless: x, collected, phi, dark n/n(0), dark (n/n0) ratio")
for xs in (0.2, 0.5, 0.8):
    q = collected_plane(xs, 1.0, d_graded, slope_graded, tau_graded, s_graded)
    p, unreversed = adjoint.sol(xs)[0], dark.sol(xs)[0]
    ratio = unreversed * n0_graded(0) / n0_graded(xs)
    assert abs(q - p) < 1e-6 and abs(ratio - p) < 1e-6
    assert abs(unreversed - q) > 0.1
    print(f"  {xs:.1f}  {q:.5f}  {p:.5f}  {unreversed:.5f}  {ratio:.5f}")

# ---------- Silicon n+p photodiode, rough typical parameters ----------
T = 300.0                # K
mu_n, mu_p = 1000.0, 400.0   # cm2/Vs
doping = 1e16            # cm^-3
tau_us = 10.0            # microseconds
width_um = 200.0
s_cm = 1000.0            # cm/s
alpha_cm = 500.0         # 1/cm
wavelength_nm = 850.0
irradiance = 1e-3        # W/cm2 entering the base
v_sat = 1e7              # cm/s
q_e = const.e
v_thermal = const.k * T / q_e
D_cm = mu_n * v_thermal
D_um = D_cm * 100        # um2/us
s_um = s_cm / 100        # um/us
alpha = alpha_cm * 1e-4  # 1/um
L_um = np.sqrt(D_um * tau_us)
s_ratio = s_um * L_um / D_um


def phi_slab(x, d=D_um):
    length = np.sqrt(d * tau_us)
    s = s_um * length / d
    u, w = (width_um - x) / length, width_um / length
    return (np.cosh(u) + s * np.sinh(u)) / (np.cosh(w) + s * np.sinh(w))


def light_yield(d=D_um):
    return quad(lambda x: alpha * np.exp(-alpha * x) * phi_slab(x, d),
                0, width_um, epsabs=1e-12, limit=200)[0]


def base_profile(light, edge_density):
    """Density and flux per unit photon flux, solved without using phi."""
    grid = np.linspace(0, width_um, 401)
    solution = solve_bvp(
        lambda x, y: np.vstack([-y[1] / D_um,
                                light * alpha * np.exp(-alpha * x) - y[0] / tau_us]),
        lambda a, b: np.array([a[0] - edge_density, b[1] - s_um * b[0]]),
        grid, np.zeros((2, grid.size)), tol=1e-8, max_nodes=20000)
    assert solution.success
    return solution.sol


print(f"Si base: T = {T:.0f} K, doping = {doping:.1e} cm^-3, width = {width_um:.0f} um")
print(f"Electron, hole mobility = {mu_n:.0f}, {mu_p:.0f} cm2/Vs")
print(f"Lifetime = {tau_us:.0f} us, back surface velocity S = {s_cm:.0f} cm/s")
print(f"Absorption coefficient at {wavelength_nm:.0f} nm = {alpha_cm:.0f} 1/cm")
print(f"D = {D_cm:.2f} cm2/s, L = {L_um:.1f} um, S L/D = {s_ratio:.3f}")


def constant(value):
    return lambda x: value


slab = (width_um, constant(D_um), constant(0.0), constant(tau_us))
print("Si base: depth (um), collected from source, phi formula")
for depth in (20.0, 100.0, 180.0):
    q = collected_plane(depth, *slab, s_um)
    assert abs(q - phi_slab(depth)) < 1e-6
    print(f"  {depth:.0f}  {q:.4f}  {phi_slab(depth):.4f}")
ohmic = collected_plane(100.0, *slab, 1e8)
ohmic_formula = np.sinh(100.0 / L_um) / np.sinh(width_um / L_um)
assert abs(ohmic - ohmic_formula) < 1e-5
print(f"Ohmic back contact, depth 100 um: collected = {ohmic:.4f}")

eta = light_yield()
lit = base_profile(1.0, 0.0)
x_fine = np.linspace(0, width_um, 20001)
density, flux = lit(x_fine)
collected_light = -flux[0]
bulk_loss = trapezoid(density, x_fine) / tau_us
back_loss = s_um * density[-1]
transmitted = np.exp(-alpha * width_um)
assert abs(collected_light - eta) < 1e-6
assert abs(eta + bulk_loss + back_loss + transmitted - 1) < 1e-5
edge = -0.01
extra = -base_profile(1.0, edge)(0.0)[1] + base_profile(0.0, edge)(0.0)[1]
assert abs(extra - eta) < 1e-6

photon_energy = const.h * const.c / (wavelength_nm * 1e-9)
photon_flux = irradiance / photon_energy
current = q_e * photon_flux * eta
print(f"Light collected: integral of g phi = {eta:.5f}, direct = {collected_light:.5f}")
print(f"Bulk loss = {bulk_loss:.5f}, back surface loss = {back_loss:.5f}")
print(f"Light leaving the base unabsorbed = {transmitted:.2e}")
print(f"Irradiance = {irradiance*1e3:.1f} mW/cm2, photon flux = {photon_flux:.3e} cm^-2 s^-1")
print(f"Photocurrent density = {current*1e3:.4f} mA/cm2")

# ---------- Size of neglected effects ----------
peak_density = density.max() * 1e-2 * photon_flux
field = photon_flux * (eta + flux * (1 - mu_p / mu_n)) / (mu_p * doping)
field_drop = trapezoid(np.abs(field), x_fine * 1e-4)
print(f"Peak excess density = {peak_density:.2e} cm^-3, over doping = {peak_density/doping:.1e}")
print(f"Photocurrent field: max = {np.max(np.abs(field)):.2e} V/cm, "
      f"drop/(kT/q) = {field_drop/v_thermal:.1e}")

w = width_um / L_um
edge_slope = (np.sinh(w) + s_ratio * np.cosh(w)) / (np.cosh(w) + s_ratio * np.sinh(w)) / L_um
v_um = v_sat / 100
exit_factor = 1 / (1 + D_um * edge_slope / v_um)
for depth in (20.0, 100.0):
    slowed = collected_plane(depth, *slab, s_um, exit_velocity=v_um)
    assert abs(slowed / phi_slab(depth) - exit_factor) < 1e-6
print(f"Exit velocity {v_sat:.0e} cm/s lowers phi by the fraction {1-exit_factor:.2e}")

barrier_v, reverse_v, eps_r = 0.9, 5.0, 11.7
total_v = barrier_v + reverse_v
depletion_m = np.sqrt(2 * eps_r * const.epsilon_0 * total_v / (q_e * doping * 1e6))
peak_field = 2 * total_v / depletion_m
absorbed = 1 - np.exp(-alpha * depletion_m * 1e6)
transit_s = depletion_m * 100 / v_sat
print(f"Built-in {barrier_v} V, reverse {reverse_v} V: depletion width = {depletion_m*1e9:.0f} nm")
print(f"Light absorbed in depletion layer = {absorbed:.4f}; "
      f"yield with it = {absorbed+(1-absorbed)*eta:.4f}")
print(f"Depletion transit time/lifetime = {transit_s/(tau_us*1e-6):.1e}")
breakdown = 0.4          # MV/cm, rough
print(f"Peak field = {peak_field*1e-8:.3f} MV/cm, rough breakdown field = {breakdown} MV/cm")
gap_ev, tunnel_mass = 1.12, 0.2
tunnel_length = gap_ev / peak_field
action = quad(lambda t: np.sqrt(2 * tunnel_mass * const.m_e * gap_ev * q_e * (1 - t)) * 1e25,
              0, 1)[0] * 1e-25
exponent = 2 * tunnel_length * action / const.hbar
print(f"Tunnelling: gap {gap_ev} eV, mass {tunnel_mass} m0, length = {tunnel_length*1e9:.0f} nm, "
      f"exponent = {exponent:.0f}")
valence_states = 3e19    # cm^-3, rough
print(f"Degeneracy: doping/valence-band density of states = {doping/valence_states:.1e}")
radiative, auger = 5e-15, 1e-30   # cm3/s and cm6/s, rough
print(f"Rate times lifetime: radiative = {radiative*doping*tau_us*1e-6:.1e}, "
      f"Auger = {auger*doping**2*tau_us*1e-6:.1e}")
T_hot, mobility_power = 350.0, -2.4
D_hot = D_um * (T_hot / T) ** (mobility_power + 1)
print(f"At {T_hot:.0f} K (mobility ~ T^{mobility_power}): D = {D_hot/100:.2f} cm2/s, "
      f"light collected = {light_yield(D_hot):.4f}")

print("ALL CHECKS PASSED")
```

Output:

```
3D point source, plane junction: depth/L, collected, exp(-depth/L)
  0.5  0.606531  0.606531
  1.0  0.367879  0.367879
  2.0  0.135335  0.135335
2D partial junction, dimensionless: x, y, collected, phi
  0.25  0.25  0.5934  0.5934
  0.75  0.50  0.2586  0.2586
  0.25  0.75  0.2522  0.2522
Graded base, dimensionless: x, collected, phi, dark n/n(0), dark (n/n0) ratio
  0.2  0.69355  0.69355  1.01417  0.69355
  0.5  0.46605  0.46605  1.11800  0.46605
  0.8  0.36441  0.36441  1.31064  0.36441
Si base: T = 300 K, doping = 1.0e+16 cm^-3, width = 200 um
Electron, hole mobility = 1000, 400 cm2/Vs
Lifetime = 10 us, back surface velocity S = 1000 cm/s
Absorption coefficient at 850 nm = 500 1/cm
D = 25.85 cm2/s, L = 160.8 um, S L/D = 0.622
Si base: depth (um), collected from source, phi formula
  20  0.8878  0.8878
  100  0.5621  0.5621
  180  0.3784  0.3784
Ohmic back contact, depth 100 um: collected = 0.4168
Light collected: integral of g phi = 0.89416, direct = 0.89416
Bulk loss = 0.07841, back surface loss = 0.02738
Light leaving the base unabsorbed = 4.54e-05
Irradiance = 1.0 mW/cm2, photon flux = 4.279e+15 cm^-2 s^-1
Photocurrent density = 0.6130 mA/cm2
Peak excess density = 2.23e+11 cm^-3, over doping = 2.2e-05
Photocurrent field: max = 9.92e-04 V/cm, drop/(kT/q) = 7.2e-04
Exit velocity 1e+07 cm/s lowers phi by the fraction 1.55e-04
Built-in 0.9 V, reverse 5.0 V: depletion width = 873 nm
Light absorbed in depletion layer = 0.0427; yield with it = 0.8987
Depletion transit time/lifetime = 8.7e-07
Peak field = 0.135 MV/cm, rough breakdown field = 0.4 MV/cm
Tunnelling: gap 1.12 eV, mass 0.2 m0, length = 83 nm, exponent = 268
Degeneracy: doping/valence-band density of states = 3.3e-04
Rate times lifetime: radiative = 5.0e-04, Auger = 1.0e-03
At 350 K (mobility ~ T^-2.4): D = 20.83 cm2/s, light collected = 0.8815
ALL CHECKS PASSED
```
